Bulk modulus from cohesive energy in the nearest-neighbour Gupta potential

**Q:** You claim that a Gupta potential gives the bulk modulus as B = pqE_c/(9Ω), from two decay exponents, the cohesive energy and the atomic volume. The potential has a square root in it and two energy parameters. Where did they go? Start with what you assume.

**A:** I take a crystal at rest whose atoms are all equivalent. The energy of atom i is

E_i = A Σ_j exp[−p(r_ij/r0 − 1)] − {ξ² Σ_j exp[−2q(r_ij/r0 − 1)]}^(1/2).

The first term is a repulsion. The second is the band energy in the second-moment approximation: the width of the local density of states is measured by the root of its second moment, and that moment is a sum of squared hopping integrals. A hopping integral decays with q, so its square decays with 2q. The exponents p and q are dimensionless, and A and ξ are positive energies.

The sums run over the Z nearest neighbours, all at one distance r, and this list stays fixed during the strain. Let x = r/r0. Every term in a sum is then the same, and the energy per atom is

E(x) = ZA e^{−p(x−1)} − [ξ²Z e^{−2q(x−1)}]^(1/2)
= a e^{−p(x−1)} − b e^{−q(x−1)},

a = ZA, b = ξ√Z.

Under uniform dilation the root has done two things: it turned Z into √Z and halved the exponent 2q.

**Q:** That is still four parameters: a, b, p and q.

**A:** Equilibrium removes one, and the cohesive energy replaces another. I now assume that r0 is the equilibrium distance at zero pressure, so E'(1) = 0. Since

E'(x) = −pa e^{−p(x−1)} + qb e^{−q(x−1)},

this means

pa = qb.

As x grows, E goes to zero, so in this model the free atom has zero energy. The cohesive energy is the depth of the curve:

E_c = −E(1) = b − a.

Inserting a = qb/p gives E_c = b(p − q)/p, and therefore

b = pE_c/(p − q), a = qE_c/(p − q).

Both a and b are positive, so a bound crystal needs p > q: the repulsion must be the shorter-ranged term.

**Q:** Now the curvature. I expect those denominators p − q to survive.

**A:** They cancel. Differentiating once more,

E''(1) = p²a − q²b.

Replace pa by qb in the first term:

E''(1) = p(qb) − q²b = qb(p − q).

With b = pE_c/(p − q), this becomes

E''(1) = pqE_c.

The balance of slopes ties the two amplitudes together in such a way that the factor p − q in the curvature is the same as the one in the binding energy. It also shows that for p < q the stationary point would be a maximum with E_c < 0.

**Q:** A curvature in distance is not a bulk modulus. Where does the nine come from?

**A:** From the change of variable to volume. With P = −dE/dV for a static lattice, the definition is

B = −V dP/dV = V d²E/dV².

All lengths scale with x, so V = Ωx³ per atom, where Ω is the equilibrium volume, and dV/dx = 3Ωx². Then

dE/dV = E'/(3Ωx²),

d²E/dV² = [1/(3Ωx²)] d/dx [E'/(3Ωx²)]
= [1/(9Ω²x²)] (E''/x² − 2E'/x³).

Multiplication by V = Ωx³ gives the modulus at any dilation:

B(x) = [1/(9Ω)] (E''/x − 2E'/x²).

At x = 1 the slope vanishes, and

B = E''(1)/(9Ω) = pqE_c/(9Ω).

The nine is the square of the three in dV/V = 3 dx/x. The step also assumes that the crystal answers pressure by uniform dilation. Cubic symmetry ensures this for fcc, bcc, simple cubic and diamond, whose atoms sit on sites fixed by symmetry.

**Q:** Suppose somebody hands me a parameter set in which r0 is just a reference length. Does the formula hold?

**A:** Not as it stands. Let equilibrium lie at x_e = r_e/r0. Balancing the slopes there gives

pZA e^{−p(x_e−1)} = qξ√Z e^{−q(x_e−1)},

e^{(p−q)(x_e−1)} = pA√Z/(qξ),

x_e = 1 + ln[pA√Z/(qξ)]/(p − q).

Now measure distance in units of r_e, with y = r/r_e:

r/r0 − 1 = x_e y − 1 = x_e(y − 1) + (x_e − 1).

The last bracket is constant and goes into the amplitudes. What remains is the old problem with exponents px_e and qx_e, so

B = pq x_e² E_c/(9Ω_e),

where E_c and Ω_e belong to the true minimum. For an fcc crystal with p = 11, q = 2.3, A = 0.10 eV and ξ = 1.30 eV, x_e = 1.028, and the uncorrected formula must be multiplied by about 1.06. An offset of 3 percent in length thus costs 6 percent in modulus.

**Q:** I am still uneasy that Z and the square root disappeared. Would a pair potential give the same answer?

**A:** For the bulk modulus, yes. Replace the band term by −ξS^α, with S a sum of exponentials of decay q/α. For equal neighbours,

−ξ[Z e^{−(q/α)(x−1)}]^α = −ξZ^α e^{−q(x−1)}.

This is again −b e^{−q(x−1)}, and nothing after that point used the origin of b. The case α = 1 is a pair potential. A bulk modulus therefore cannot tell you whether the cohesion is many-body in character.

Two special cases show what kind of curve this is. With s = x − 1,

E = E_c [q e^{−ps} − p e^{−qs}]/(p − q).

For p = 2q it is the Morse form E_c(e^{−2qs} − 2e^{−qs}), with B = 2q²E_c/(9Ω). For p = q + δ with small δ, the bracket is

q e^{−qs}(1 − δs) − (q + δ)e^{−qs} = −δ(1 + qs)e^{−qs}

to first order in δ. Division by p − q = δ leaves the finite limit

E = −E_c(1 + qs)e^{−qs},

which is the universal binding curve, with B = q²E_c/(9Ω). The amplitudes a and b diverge in this limit, but the modulus does not.

**Q:** Then what does the square root do for elasticity?

**A:** It breaks the Cauchy relation C12 = C44. Take a cubic crystal in which every atom is a centre of inversion, such as fcc, so that no internal shifts accompany a strain. Use the strain η defined by r² = R² + 2 Σ η_ab R_a R_b, where R is the unstrained neighbour vector. At zero stress, the elastic constants are second derivatives of the energy with respect to η, divided by Ω.

A sum of functions of r² has the second derivative

Σ_j 4f''(R²) R_a R_b R_c R_d,

where f'' is taken with respect to r². This does not change when the indices are permuted, so it contributes equally to C12 (xx,yy) and C44 (xy,xy). For the band term −ξ√S,

∂²(−ξ√S) = −ξ ∂²S/(2√S) + ξ (∂S)(∂S)/(4S^(3/2)).

The first part is again symmetric. The second is a product of two first derivatives. For C44 both are S_xy, which vanishes by cubic symmetry. For C12 they are S_xx and S_yy. At equilibrium S = Z, and since ∂r/∂η_xx = X²/r0,

S_xx = −2q Σ_j X_j²/r0² = −2qZ/3 = S_yy.

Therefore

C12 − C44 = (1/Ω) ξ(4q²Z²/9)/(4Z^(3/2)) = q²b/(9Ω) = Bq/(p − q),

where the last step used b = pE_c/(p − q). For α = 1 there is no such product, and the difference is zero.

**Q:** Put in numbers. I work on copper lines.

**A:** Then take rough typical values for copper: p = 11, q = 2.3, E_c = 3.5 eV and an fcc lattice constant of 0.36 nm. The neighbour distance is r0 = 0.36/√2 = 0.2546 nm, and Ω = 0.36³/4 = 0.011664 nm³. The two energies are

a = 2.3 × 3.5/8.7 = 0.925 eV,

b = 11 × 3.5/8.7 = 4.425 eV.

With Z = 12 they correspond to A = 0.0771 eV and ξ = 1.278 eV. The curvature is

E''(1) = p²a − q²b = 111.96 − 23.41 = 88.55 eV,

which equals 11 × 2.3 × 3.5 eV. The repulsion supplies about a fifth of the band energy in size but nearly five times its curvature. Then

B = 88.55/(9 × 0.011664) = 843.5 eV/nm³ = 135 GPa.

The Cauchy difference is 135.1 × 2.3/8.7 = 35.7 GPa. Finite differences of the energy under small shears give C44 and C11 − C12. With C12 = B − (C11 − C12)/3, the separate constants are C12 = 110.3 GPa and C44 = 74.6 GPa.

**Q:** Many pairs p, q have the same product. How would I separate them?

**A:** By the pressure derivative. Differentiate B(x) and set E' = 0 at x = 1:

dB/dx = (E''' − 3E'')/(9Ω).

From P = −E'/(3Ωx²), dP/dx = −E''/(3Ω) at the same point. The ratio is

dB/dP = 1 − E'''/(3E'').

The third derivative follows from pa = qb:

E''' = −p³a + q³b = −qb(p² − q²) = −(p + q)pqE_c,

so that

dB/dP = 1 + (p + q)/3.

Thus B fixes the product and dB/dP fixes the sum. Here dB/dP = 1 + 13.3/3 = 5.43. Real exponents require (p + q)² ≥ 4pq, that is,

dB/dP ≥ 1 + (2/3)[9ΩB/E_c]^(1/2).

A material that violates this cannot be fitted by the nearest-neighbour form, and equality is the universal-curve limit. The same derivative sizes the effect of a hydrostatic stress: a tension of 0.3 GPa, equal in all directions, lowers B by 5.43 × 0.3 = 1.6 GPa. If the stress in a line differs between directions, its mean over the three axes takes the place of the 0.3 GPa in this estimate.

**Q:** Real hopping does not stop at the first shell.

**A:** No, and with q = 2.3 the band term decays slowly. Let shell n hold Z_n atoms at distance λ_n r0:

E(x) = A' Σ_n Z_n e^{−p(λ_n x−1)} − ξ' [Σ_n Z_n e^{−2q(λ_n x−1)}]^(1/2).

I include five fcc shells, with λ_n² = 1 to 5, hold p and q fixed, and choose A' and ξ' so that E_c and the lattice constant stay the same. The second volume derivative, taken by finite differences, gives 143.5 GPa, which is 6 percent above the nearest-neighbour value. Further shells add only about 0.1 GPa. The sums are no longer single exponentials, so the short formula becomes an estimate.

**Q:** My chip runs hot. Your lattice does not move at all.

**A:** An Einstein model gives the size of that effect. Displace one atom and hold the others. In fcc its force constant k is isotropic, so each neighbour contributes one third of the Laplacian, (f'' + 2f'/r)/3, of any function f(r). Let a_x = a e^{−p(x−1)} and b_x = b e^{−q(x−1)}, and measure lengths in r0.

The repulsion of each bond appears in the energies of both its atoms, so it gives

2a_x(p² − 2p/x)/3.

For the band term, let h(r) = e^{−2q(r−1)}, and let s be its value at r = x, so b_x = ξ√(Zs). The displaced atom's own sum has no first-order change, because the unit vectors to its neighbours add to zero. Its root contributes

−[ξ/(2√(Zs))] Zs(4q² − 4q/x)/3 = −2b_x(q² − q/x)/3.

Each neighbour's sum changes through one bond. The second-order changes of these Z sums give the same amount again. Their first-order changes do not vanish. They enter squared, with cos²θ averaging to 1/3:

ξZ(4q²s²/3)/[4(Zs)^(3/2)] = b_x q²/(3Z).

Altogether,

k r0² = (2/3)a_x(p² − 2p/x) − (4/3)b_x(q² − q/x) + b_x q²/(3Z).

With ω = √(k/m) and three oscillators per atom, the free energy is

F(x,T) = E(x) + (3/2)ħω + 3k_B T ln[1 − exp(−ħω/k_B T)].

For m = 63.5 u, ħω = 21.2 meV at x = 1. I find the minimum of F numerically and take B_T = V ∂²F/∂V² there by finite differences. Zero-point motion alone stretches the lattice by 0.26 percent and lowers B to about 132 GPa. At 380 K the stretch is 0.90 percent and the isothermal modulus is about 115 GPa, 15 percent below the static value. The single frequency is an approximation: with the full phonon spectrum of the same potential, the stretch is 0.84 percent and the modulus about 117 GPa.

**Q:** Is that loss due to the expansion, or to the vibrations themselves?

**A:** In this model, mostly to the expansion. The static part V d²E/dV², evaluated at the expanded volume, is already down to 116.5 GPa. The volume curvature of the vibrational free energy takes off the remaining 1.3 GPa.

**Q:** I measure moduli with sound, which leaves no time for heat to flow.

**A:** Then you need the adiabatic modulus. The entropy of Einstein oscillators depends on ω/T, so it stays constant when dT/T = dω/ω = −γ dV/V, with γ = −d ln ω/d ln V. At fixed volume, heating raises the pressure by α_V B_T per kelvin, where α_V is the volume expansion coefficient. The total pressure change is

dP = −B_T dV/V − α_V B_T γT dV/V,

hence

B_S = B_T(1 + α_V γT).

Differences of the equilibrium volume between 378 and 382 K give α_V = 72 × 10⁻⁶ per K, and the slope of ln ω gives γ = 2.49. The result is B_S = 123 GPa.

**Q:** How much of this should I believe for real copper?

**A:** Its bulk modulus is roughly 140 GPa, so the static 135 GPa has the right size. The thermal expansion is less good: the model's linear coefficient, one third of α_V, is about 24 × 10⁻⁶ per K, against roughly 17 × 10⁻⁶ for copper. Since most of the softening comes from expansion, the 15 percent loss is probably too large. Within the model, the assumption of a motionless lattice shifts the modulus more at 380 K (about −15 percent isothermal, −9 percent adiabatic) than that of a single shell (+6 percent), and the two shifts have opposite signs. Since the thermal loss is probably overstated, this order is not established for real copper. At 0 K, where only zero-point motion is left, the order is reversed. If p and q were fitted to room-temperature moduli, much of the thermal softening is already inside them and must not be subtracted again. Grain boundaries, voids and impurities are left out, and I have no estimate for them.

**Q:** And if the formula gives a healthy B, is the crystal at least stable?

**A:** Not necessarily. In nearest-neighbour bcc all bonds lie along ⟨111⟩. Stretch x by a small fraction e and shrink y by the same fraction. To first order a bond changes its length by the fraction (e − e)/3 = 0. At equilibrium the slope of the energy with bond length is also zero, so the changes of order e² cost no energy of that order. The shear modulus C11 − C12 vanishes while B = pqE_c/(9Ω) stays positive. The formula measures resistance to compression, and stability against shear needs a separate calculation.
